# Midpoint gain and the unity-gain supply of a subthreshold CMOS inverter: a program that tests the result

```python
"""
Result under test: a CMOS inverter made of symmetric subthreshold transistors has
midpoint gain magnitude (exp(a) - 1)/n, with a = V_DD/(2 V_T) and V_T = kT/q.
Unity gain therefore needs V_DD = 2 V_T ln(1 + n), i.e. 2 ln2 kT/q for n = 1.
Symbols: n slope factor (1 is ideal), I0 saturated current at zero gate-source
voltage, x_dd = V_DD/V_T. Inside the functions voltages are in units of V_T and
currents in units of I0. "Deviation" means distance from V_DD/2.
"""
import numpy as np
from scipy.constants import k, e
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit


def barrier_current(barrier, drain):
    """Drift-diffusion flux over a long flat barrier, by central differences.
    Energies in kT, channel length 1, unit density in both contacts."""
    x = np.linspace(-0.1, 1.1, 6001)
    h = x[1] - x[0]
    width = 0.005
    energy = (-barrier * expit(-x / width)
              - (barrier + drain) * expit((x - 1) / width))
    half_step = np.diff(energy) / 2
    # flux between neighbours = (left * density_i - right * density_i+1) / h
    left, right = 1 - half_step, 1 + half_step
    size = len(x)
    bands = np.zeros((3, size))
    rhs = np.zeros(size)
    bands[1, 0] = bands[1, -1] = 1
    rhs[0] = rhs[-1] = 1
    bands[1, 1:-1] = left[1:] + right[:-1]
    bands[0, 2:] = -right[1:]
    bands[2, :-2] = -left[:-1]
    density = solve_banded((1, 1), bands, rhs)
    flux = (left * density[:-1] - right * density[1:]) / h
    return flux[size // 2]


def transistor(gate, drain, n):
    return np.exp(gate / n) * (-np.expm1(-drain))


def output(x_in, x_dd, n=1.0):
    """Output voltage from numerical balance of the two currents."""
    def imbalance(x_out):
        return (transistor(x_in, x_out, n)
                - transistor(x_dd - x_in, x_dd - x_out, n))
    return brentq(imbalance, 0.0, x_dd, xtol=1e-14)


def slope(x_in, x_dd, n=1.0, step=1e-4):
    return (output(x_in + step, x_dd, n)
            - output(x_in - step, x_dd, n)) / (2 * step)


def chain(start, x_dd, stages):
    """Deviations along a chain of ideal inverters."""
    values = [start]
    for _ in range(stages):
        values.append(output(x_dd / 2 + values[-1], x_dd) - x_dd / 2)
    return np.array(values)


# Current law against the drift-diffusion solution. The 1 % tolerance covers
# the small change of effective channel length with junction bias.
saturated = barrier_current(6.0, 12.0)
law_errors = []
for drain in (0.3, 1.0, 2.0, 4.0):
    ratio = barrier_current(6.0, drain) / saturated
    law_errors.append(abs(ratio / (1 - np.exp(-drain)) - 1))
gate_ratio = barrier_current(5.0, 12.0) / saturated
assert max(law_errors) < 0.01
assert abs(gate_ratio / np.e - 1) < 0.01

# Midpoint gain, full transfer curve and position of the steepest point.
gain_errors = []
curve_errors = []
for n in (1.0, 1.3, 1.8):
    for x_dd in (0.8, 2.0, 4.0, 6.0):
        a = x_dd / 2
        numerical = slope(a, x_dd, n)
        formula = -(np.exp(a) - 1) / n
        gain_errors.append(abs(numerical / formula - 1))
        inputs = np.linspace(0.02 * x_dd, 0.98 * x_dd, 41)
        slopes = np.array([abs(slope(v, x_dd, n)) for v in inputs])
        assert np.argmax(slopes) == 20
        for v in inputs:
            u = (v - a) / n
            closed = a + u - np.arcsinh(np.exp(a) * np.sinh(u))
            curve_errors.append(abs(output(v, x_dd, n) - closed))
assert max(gain_errors) < 1e-5
assert max(curve_errors) < 1e-9

# Supply at which the numerically measured gain is one.
unity = {}
for n in (1.0, 1.3):
    unity[n] = brentq(lambda s: abs(slope(s / 2, s, n)) - 1, 0.3, 5.0)
    assert abs(unity[n] - 2 * np.log(1 + n)) < 1e-6

# A long chain restores a signal above the threshold and loses it below.
threshold = 2 * np.log(2)
above = abs(chain(0.01, 1.02 * threshold, 600)[-1])
below = abs(chain(0.01, 0.98 * threshold, 600)[-1])
assert abs(above - np.arccosh(np.exp(0.51 * threshold) / 2)) < 1e-6
assert below < 1e-6

# Worked example.
T, I0, supply, low_supply = 300.0, 1e-12, 0.100, 0.030
VT = k * T / e
x_dd = supply / VT
a = x_dd / 2
I_mid = I0 * transistor(a, a, 1.0)
d = 1e-5
gm = I0 / VT * (transistor(a + d, a, 1) - transistor(a - d, a, 1)) / (2 * d)
gds = I0 / VT * (transistor(a, a + d, 1) - transistor(a, a - d, 1)) / (2 * d)
assert abs(gm / (I0 * (np.exp(a) - 1) / VT) - 1) < 1e-7
assert abs(gds / (I0 / VT) - 1) < 1e-7
gain = abs(slope(a, x_dd))
assert abs(gm / gds / gain - 1) < 1e-5
level = np.arccosh(np.exp(a) / 2) * VT
high_chain = chain(0.001 / VT, x_dd, 60) * VT
low_chain = chain(0.001 / VT, low_supply / VT, 60) * VT
assert abs(abs(high_chain[-1]) - level) < 1e-9
assert abs(low_chain[-1]) < 1e-8

print(f"largest error of drain law vs drift-diffusion: {max(law_errors):.1e}")
print(f"current ratio for barrier lowered by kT: {gate_ratio:.3f}")
print(f"largest relative error of gain formula: {max(gain_errors):.1e}")
print(f"unity-gain supply, n=1, numerical: {unity[1.0]:.6f} kT/q")
print(f"2 ln 2: {threshold:.6f}")
print(f"unity-gain supply, n=1.3, numerical: {unity[1.3]:.6f} kT/q")
print(f"temperature: {T:.0f} K")
print(f"thermal voltage kT/q: {VT*1e3:.3f} mV")
print(f"unity-gain supply, n=1, 300 K: {threshold*VT*1e3:.2f} mV")
print(f"unity-gain supply, n=1.3, 300 K: {unity[1.3]*VT*1e3:.2f} mV")
print(f"unity-gain supply, n=1, 77 K: {threshold*k*77/e*1e3:.2f} mV")
print(f"I0: {I0*1e12:.1f} pA")
print(f"example supply: {supply*1e3:.0f} mV")
print(f"a = V_DD/(2 V_T): {a:.4f}")
print(f"exp(a): {np.exp(a):.4f}")
print(f"midpoint current: {I_mid*1e12:.3f} pA")
print(f"g_m per transistor: {gm*1e12:.2f} pS")
print(f"g_ds per transistor: {gds*1e12:.2f} pS")
print(f"midpoint gain magnitude at 100 mV: {gain:.3f}")
print(f"restored deviation at 100 mV: {level*1e3:.3f} mV")
print(f"restored low output: {(supply/2-level)*1e3:.3f} mV")
print(f"restored high output: {(supply/2+level)*1e3:.3f} mV")
low_gain = abs(slope(low_supply / VT / 2, low_supply / VT))
print(f"lower supply: {low_supply*1e3:.0f} mV")
print(f"midpoint gain magnitude at 30 mV: {low_gain:.3f}")
for stage in range(5):
    print(f"stage {stage} deviation: {high_chain[stage]*1e3:.3f} mV at 100 mV,"
          f" {low_chain[stage]*1e3:.3f} mV at 30 mV")
print("tests ok")
```

Running it gives:

```
largest error of drain law vs drift-diffusion: 5.8e-03
current ratio for barrier lowered by kT: 2.714
largest relative error of gain formula: 7.1e-07
unity-gain supply, n=1, numerical: 1.386294 kT/q
2 ln 2: 1.386294
unity-gain supply, n=1.3, numerical: 1.665818 kT/q
temperature: 300 K
thermal voltage kT/q: 25.852 mV
unity-gain supply, n=1, 300 K: 35.84 mV
unity-gain supply, n=1.3, 300 K: 43.06 mV
unity-gain supply, n=1, 77 K: 9.20 mV
I0: 1.0 pA
example supply: 100 mV
a = V_DD/(2 V_T): 1.9341
exp(a): 6.9177
midpoint current: 5.918 pA
g_m per transistor: 228.91 pS
g_ds per transistor: 38.68 pS
midpoint gain magnitude at 100 mV: 5.918
restored deviation at 100 mV: 49.442 mV
restored low output: 0.558 mV
restored high output: 99.442 mV
lower supply: 30 mV
midpoint gain magnitude at 30 mV: 0.786
stage 0 deviation: 1.000 mV at 100 mV, 1.000 mV at 30 mV
stage 1 deviation: -5.839 mV at 100 mV, -0.785 mV at 30 mV
stage 2 deviation: 26.117 mV at 100 mV, 0.617 mV at 30 mV
stage 3 deviation: -46.417 mV at 100 mV, -0.485 mV at 30 mV
stage 4 deviation: 49.293 mV at 100 mV, 0.381 mV at 30 mV
tests ok
```
